# A Pinched Loop Does Not Prove an Ideal Charge-Controlled Memristor: test program

```python
"""
Result under test: a pinched current-voltage loop does not imply that the
resistance is a function of charge.
Memristive system: v = R(x) i, dx/dt = f(x, i), R(x) = R_OFF - D_R x.
x: filament state (0..1); i: current; v: voltage; q: net charge passed.
Models for f:
  ideal    : 4 x (1-x) i / Q0             (R is a function of charge)
  volatile : (X_E - x)/TAU + i/Q0         (filament relaxes to X_E)
  drift    : (i + i^3/I1^2)/Q0            (nonvolatile, nonlinear in i)
The state equations are integrated numerically and compared with closed forms.
All quantities are in SI units internally.
"""
import numpy as np
from scipy.integrate import solve_ivp, simpson

R_ON, R_OFF = 1.0e3, 10.0e3
D_R = R_OFF - R_ON
Q0, TAU, X_E, I1 = 2.0e-6, 10.0e-3, 0.5, 100.0e-6
THETA = np.linspace(0.0, 2*np.pi, 721)   # two points per degree


def resistance(x):
    return R_OFF - D_R*x


def ideal(x, i):
    return 4*x*(1 - x)*i/Q0


def volatile(x, i):
    return (X_E - x)/TAU + i/Q0


def drift(x, i):
    return (i + i**3/I1**2)/Q0


def linear(x, i):
    return i/Q0


def sine_cycle(rate, x0, amplitude, freq, settle=0):
    """Integrate x and q; return x, q, i, v over one cycle after settling."""
    omega = 2*np.pi*freq

    def rhs(t, y):
        i = amplitude*np.sin(omega*t)
        return [rate(y[0], i), i/Q0]

    times = (settle + THETA/(2*np.pi))/freq
    sol = solve_ivp(rhs, (0.0, times[-1]), [x0, 0.0], t_eval=times,
                    method="DOP853", rtol=1e-10, atol=1e-12,
                    max_step=1/(50*freq))
    assert sol.success
    x = sol.y[0]
    q = (sol.y[1] - sol.y[1][0])*Q0
    i = amplitude*np.sin(THETA)
    return x, q, i, resistance(x)*i


def lobe_integrals(v, amplitude):
    """Integral of v di over the positive and the negative half cycle."""
    g = v*amplitude*np.cos(THETA)
    return simpson(g[:361], x=THETA[:361]), simpson(g[360:], x=THETA[360:])


def pulses(rate, x0, segments):
    """States after each constant-current segment (current, duration)."""
    states = [x0]
    for current, duration in segments:
        sol = solve_ivp(lambda t, y: [rate(y[0], current)], (0.0, duration),
                        [states[-1]], method="DOP853", rtol=1e-11, atol=1e-13)
        assert sol.success
        states.append(sol.y[0][-1])
    return states


def settled(freq):
    return int(np.ceil(30*TAU*freq)) + 1


# ---- volatile filament under a sine current ----
I0, F = 100.0e-6, 20.0
W = 2*np.pi*F
x, q, i, v = sine_cycle(volatile, X_E, I0, F, settled(F))
R = resistance(x)
A = I0*TAU/Q0/np.sqrt(1 + (W*TAU)**2)
PHI = np.arctan(W*TAU)
assert np.allclose(x, X_E + A*np.sin(THETA - PHI), atol=1e-7)
assert np.allclose(q, I0/W*(1 - np.cos(THETA)), atol=1e-7*Q0)
assert x.min() > 0 and x.max() < 1

# slopes of the loop at its two passages through the origin
slope_up = (v[1] - v[-2])/(i[1] - i[-2])
slope_down = (v[361] - v[359])/(i[361] - i[359])
R_M = resistance(X_E)
# central differences on a half-degree grid: relative error below 1e-3
assert np.isclose(slope_up, R_M + D_R*A*np.sin(PHI), rtol=1e-3)
assert np.isclose(slope_down, R_M - D_R*A*np.sin(PHI), rtol=1e-3)

lobe_pos, lobe_neg = lobe_integrals(v, I0)
lobe_formula = 2/3*D_R*I0**2*A*np.sin(PHI)
assert np.isclose(lobe_pos, lobe_formula, rtol=1e-5)
assert np.isclose(lobe_neg, -lobe_formula, rtol=1e-5)

# equal charge at theta and 2 pi - theta, unequal resistance
assert np.allclose(q, q[::-1], atol=1e-7*Q0)
gap = R - R[::-1]
assert np.allclose(gap, -2*D_R*A*np.cos(PHI)*np.sin(THETA), atol=1e-2)
assert np.max(np.abs(v + v[::-1])) > 0.1   # loop is not odd

print(f"R_on = {R_ON:.0f} ohm, R_off = {R_OFF:.0f} ohm")
print(f"Q0 = {Q0*1e6:.1f} uC, tau = {TAU*1e3:.1f} ms, x_e = {X_E}")
print(f"I1 = {I1*1e6:.0f} uA")
print(f"volatile: I0 = {I0*1e6:.0f} uA, f = {F:.0f} Hz")
print(f"current bound Q0/(2 tau) = {Q0/(2*TAU)*1e6:.1f} uA")
print(f"omega = {W:.3f} rad/s, omega*tau = {W*TAU:.4f}")
print(f"A = {A:.4f}, phi = {np.degrees(PHI):.2f} degrees")
print(f"x range: {x.min():.4f} to {x.max():.4f}")
print(f"R range: {R.min():.1f} to {R.max():.1f} ohm")
print(f"charge swing = {np.ptp(q)*1e6:.4f} uC")
print("theta(deg)  q(uC)   i(uA)    R(ohm)    v(V)")
for degree in range(0, 360, 45):
    k = 2*degree
    print(f"{degree:6d} {q[k]*1e6:10.4f} {i[k]*1e6+0.0:8.2f}"
          f" {R[k]:9.1f} {v[k]+0.0:9.4f}")
print(f"origin slope, current rising = {slope_up:.0f} ohm")
print(f"origin slope, current falling = {slope_down:.0f} ohm")
print(f"lobe integrals = {lobe_pos*1e6:.3f}, {lobe_neg*1e6:.3f} uW")
print(f"largest R gap at equal charge = {np.max(np.abs(gap)):.1f} ohm")

# ---- frequency dependence of the volatile lobe ----
areas = []
for wt in (0.1, 0.5, 1.0, 2.0, 10.0):
    freq = wt/(2*np.pi*TAU)
    vf = sine_cycle(volatile, X_E, I0, freq, settled(freq))[3]
    area = lobe_integrals(vf, I0)[0]
    expected = 2/3*D_R*I0**3*TAU/Q0*wt/(1 + wt**2)
    assert np.isclose(area, expected, rtol=1e-4)
    areas.append(area)
    print(f"omega*tau = {wt:4.1f}: lobe area = {area*1e6:.3f} uW")
assert np.argmax(areas) == 2

# ---- ideal control: nonlinear window, yet a function of charge ----
X_I = 0.3


def logistic(charge):
    return 1/(1 + (1 - X_I)/X_I*np.exp(-4*charge/Q0))


for amp, freq in ((100e-6, 20.0), (50e-6, 35.0)):
    xi, qi, ii, vi = sine_cycle(ideal, X_I, amp, freq)
    assert np.allclose(xi, logistic(qi), atol=1e-7)
    assert np.allclose(vi, -vi[::-1], atol=1e-6)
    area = lobe_integrals(vi, amp)[0]
    assert area > 1e-7
    print(f"ideal, {amp*1e6:.0f} uA, {freq:.0f} Hz:"
          f" lobe area = {area*1e6:.3f} uW")

# ---- nonlinear drift: ideal-looking under any one sine ----
X_D = 0.2
curves = []
for amp, freq in ((100e-6, 100.0), (50e-6, 50.0)):
    w = 2*np.pi*freq
    xd, qd, idr, vd = sine_cycle(drift, X_D, amp, freq)
    closed = X_D + (qd + (amp*w*qd**2 - w**2*qd**3/3)/I1**2)/Q0
    assert np.allclose(xd, closed, atol=1e-7)
    assert np.allclose(xd, xd[::-1], atol=1e-7)   # single-valued in q
    assert np.allclose(vd, -vd[::-1], atol=1e-6)  # odd loop
    assert xd.min() > 0 and xd.max() < 1
    area = lobe_integrals(vd, amp)[0]
    assert area > 1e-7
    rd = resistance(xd)
    curves.append((qd, rd))
    print(f"drift, {amp*1e6:.0f} uA, {freq:.0f} Hz:"
          f" lobe area = {area*1e6:.3f} uW")
    for k in (0, 180, 360):
        print(f"  q = {qd[k]*1e6:.4f} uC: R = {rd[k]:.1f} ohm")
assert np.allclose(curves[0][0], curves[1][0], atol=1e-7*Q0)
drive_gap = curves[1][1][360] - curves[0][1][360]
assert drive_gap > 100
print(f"drift: R gap between drives at full q = {drive_gap:.1f} ohm")

# ---- pulse pair with zero net charge ----
I_P, T_P = 100e-6, 2e-3
pair = [(I_P, T_P), (-I_P/2, 2*T_P)]
print(f"pulse pair: {I_P*1e6:.0f} uA for {T_P*1e3:.0f} ms,"
      f" then {-I_P/2*1e6:.0f} uA for {2*T_P*1e3:.0f} ms")
shifts = {}
for name, rate, start in (("ideal", ideal, X_I), ("volatile", volatile, X_E),
                          ("drift", drift, X_D), ("linear", linear, X_D)):
    s = pulses(rate, start, pair)
    shifts[name] = s[2] - s[0]
    r0, r1, r2 = (resistance(z) for z in s)
    if name != "linear":
        print(f"{name}: R = {r0:.1f}, {r1:.1f}, {r2:.1f} ohm")
assert abs(shifts["ideal"]) < 1e-8
assert abs(shifts["linear"]) < 1e-8   # both nonideal terms removed
assert np.isclose(shifts["drift"], 0.75*I_P*T_P/Q0*(I_P/I1)**2, atol=1e-8)
y_first = I_P*TAU/Q0*(1 - np.exp(-T_P/TAU))
y_last = -I_P*TAU/(2*Q0) + (y_first + I_P*TAU/(2*Q0))*np.exp(-2*T_P/TAU)
assert np.isclose(shifts["volatile"], y_last, atol=1e-8)
assert abs(y_last) > 0.01

# ---- waiting at zero current: charge fixed, volatile R changes ----
WAIT = 10e-3
s = pulses(volatile, X_E, [(I_P, T_P), (0.0, WAIT)])
assert np.isclose(s[2] - X_E, y_first*np.exp(-WAIT/TAU), atol=1e-8)
print(f"volatile, after first pulse: R = {resistance(s[1]):.1f} ohm")
print(f"volatile, after {WAIT*1e3:.0f} ms wait:"
      f" R = {resistance(s[2]):.1f} ohm")

print("no test failed")
```

Printed output:

```
R_on = 1000 ohm, R_off = 10000 ohm
Q0 = 2.0 uC, tau = 10.0 ms, x_e = 0.5
I1 = 100 uA
volatile: I0 = 100 uA, f = 20 Hz
current bound Q0/(2 tau) = 100.0 uA
omega = 125.664 rad/s, omega*tau = 1.2566
A = 0.3113, phi = 51.49 degrees
x range: 0.1887 to 0.8113
R range: 2698.0 to 8302.0 ohm
charge swing = 1.5915 uC
theta(deg)  q(uC)   i(uA)    R(ohm)    v(V)
     0     0.0000     0.00    7692.5    0.0000
    45     0.2331    70.71    5816.6    0.4113
    90     0.7958   100.00    3755.2    0.3755
   135     1.3585    70.71    2715.9    0.1920
   180     1.5915     0.00    3307.5    0.0000
   225     1.3585   -70.71    5183.4   -0.3665
   270     0.7958  -100.00    7244.8   -0.7245
   315     0.2331   -70.71    8284.1   -0.5858
origin slope, current rising = 7692 ohm
origin slope, current falling = 3308 ohm
lobe integrals = 14.617, -14.617 uW
largest R gap at equal charge = 3489.5 ohm
omega*tau =  0.1: lobe area = 2.970 uW
omega*tau =  0.5: lobe area = 12.000 uW
omega*tau =  1.0: lobe area = 15.000 uW
omega*tau =  2.0: lobe area = 12.000 uW
omega*tau = 10.0: lobe area = 2.970 uW
ideal, 100 uA, 20 Hz: lobe area = 19.310 uW
ideal, 50 uA, 35 Hz: lobe area = 1.626 uW
drift, 100 uA, 100 Hz: lobe area = 8.594 uW
  q = 0.0000 uC: R = 8200.0 ohm
  q = 0.1592 uC: R = 7006.3 ohm
  q = 0.3183 uC: R = 5812.7 ohm
drift, 50 uA, 50 Hz: lobe area = 1.432 uW
  q = 0.0000 uC: R = 8200.0 ohm
  q = 0.1592 uC: R = 7364.4 ohm
  q = 0.3183 uC: R = 6528.9 ohm
drift: R gap between drives at full q = 716.2 ohm
pulse pair: 100 uA for 2 ms, then -50 uA for 4 ms
ideal: R = 7300.0, 6490.0, 7300.0 ohm
volatile: R = 5500.0, 4684.3, 5695.0 ohm
drift: R = 8200.0, 6400.0, 7525.0 ohm
volatile, after first pulse: R = 4684.3 ohm
volatile, after 10 ms wait: R = 5199.9 ohm
no test failed
```
